# The small-q pair density and the velocity of nonlocal pseudopotentials

## The optical pair density with a nonlocal pseudopotential

Before an optical spectrum is computed from pseudopotential orbitals, one must decide which operator to place between filled and empty states. The momentum \(\mathbf p\) is diagonal in plane waves and costs almost nothing. The velocity contains a further term from the nonlocal pseudopotential and needs extra code. The choice changes the matrix element of every band-to-band transition for which the further term has a nonzero element, and in general the oscillator strength as well, with or without electron–hole attraction. It is settled by the limit of the pair density at small wavevector \(\mathbf q\).

### Setting and conventions

Hartree atomic units are used. The one-electron Hamiltonian is

\[
H=\tfrac12 p^2+V_{\rm loc}(\mathbf r)+V_{\rm nl},\qquad
(V_{\rm nl}\psi)(\mathbf r)=\int V_{\rm nl}(\mathbf r,\mathbf r')\psi(\mathbf r')\,d^3r' .
\tag{1}
\]

It is lattice periodic. The kernel \(V_{\rm nl}(\mathbf r,\mathbf r')\) is Hermitian, independent of energy, and of short range in \(\mathbf r-\mathbf r'\). The orbitals are \(\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\), with periodic \(u_{n\mathbf k}\) normalized in one cell of volume \(\Omega\). The outer integral of a matrix element runs over one cell unless stated otherwise.

For a filled band \(v\) and an empty band \(c\), the pair density with zero reciprocal-lattice vector is

\[
M_{cv}(\mathbf k,\mathbf q)=\langle\psi_{c,\mathbf k+\mathbf q}|e^{i\mathbf q\cdot\mathbf r}|\psi_{v\mathbf k}\rangle
=\langle u_{c,\mathbf k+\mathbf q}|u_{v\mathbf k}\rangle .
\tag{2}
\]

The second form follows because the phases \(e^{-i(\mathbf k+\mathbf q)\cdot\mathbf r}\), \(e^{i\mathbf q\cdot\mathbf r}\) and \(e^{i\mathbf k\cdot\mathbf r}\) multiply to one. At \(\mathbf q=0\) the overlap vanishes by orthogonality, so \(M\) starts at first order. The Coulomb factor \(4\pi/q^2\) multiplies \(|M|^2\) in the response, so this first-order term survives in the optical limit.

### The Hamiltonian at fixed wavevector

The periodic functions are eigenstates of \(H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}\) with eigenvalues \(E_{n\mathbf k}\). Its three parts depend on \(\mathbf k\) as follows.

- The kinetic part becomes \(\tfrac12(\mathbf p+\mathbf k)^2\), with derivative \(\mathbf p+\mathbf k=e^{-i\mathbf k\cdot\mathbf r}\,\mathbf p\,e^{i\mathbf k\cdot\mathbf r}\).
- The local potential commutes with the phases and contributes nothing.
- The nonlocal kernel becomes \(e^{-i\mathbf k\cdot(\mathbf r-\mathbf r')}V_{\rm nl}(\mathbf r,\mathbf r')\), with derivative \(i(\mathbf r'-\mathbf r)\) times itself.

The kernel of \([V_{\rm nl},\mathbf r]=V_{\rm nl}\mathbf r-\mathbf rV_{\rm nl}\) is \((\mathbf r'-\mathbf r)V_{\rm nl}(\mathbf r,\mathbf r')\). Therefore

\[
\frac{\partial H(\mathbf k)}{\partial\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\,\hat{\mathbf v}\,e^{i\mathbf k\cdot\mathbf r},
\qquad
\hat{\mathbf v}=\mathbf p+i[V_{\rm nl},\mathbf r].
\tag{3}
\]

This is the Heisenberg velocity \(i[H,\mathbf r]\). Indeed, \([p_j,r_l]=-i\delta_{jl}\) gives \(i[\tfrac12p^2,r_l]=\tfrac i2(-2ip_l)=p_l\), and \([V_{\rm loc},\mathbf r]=0\). The position itself is not a periodic operator, but the commutator contains just the difference \(\mathbf r'-\mathbf r\), which is unchanged by a common lattice translation. The short range of the kernel keeps the integral finite.

### The limit from k·p theory

Take the matrix element of \(H(\mathbf k+\mathbf q)-H(\mathbf k)\) between \(u_{c,\mathbf k+\mathbf q}\) and \(u_{v\mathbf k}\). The first operator acts to the left on its own eigenstate, the second to the right:

\[
(E_{c,\mathbf k+\mathbf q}-E_{v\mathbf k})\,M_{cv}(\mathbf k,\mathbf q)
=\langle u_{c,\mathbf k+\mathbf q}|H(\mathbf k+\mathbf q)-H(\mathbf k)|u_{v\mathbf k}\rangle .
\tag{4}
\]

No expansion has been made yet. The k·p expansion is \(H(\mathbf k+\mathbf q)-H(\mathbf k)=\mathbf q\cdot\partial H/\partial\mathbf k+O(q^2)\). Since the right side is already of first order, \(u_{c,\mathbf k+\mathbf q}\) and \(E_{c,\mathbf k+\mathbf q}\) may be taken at \(\mathbf q=0\). For a nondegenerate band \(c\), with its phase chosen smoothly in \(\mathbf q\), equation (3) gives

\[
M_{cv}(\mathbf k,\mathbf q)=\frac{\mathbf q\cdot\mathbf v_{cv}}{\Delta E_{cv}}+O(q^2),
\qquad
\mathbf v_{cv}=\langle\psi_{c\mathbf k}|\hat{\mathbf v}|\psi_{v\mathbf k}\rangle,\quad
\Delta E_{cv}=E_{c\mathbf k}-E_{v\mathbf k}.
\tag{5}
\]

If \(c\) belongs to a degenerate group that is separated from other bands, the individual \(u_{c,\mathbf k+\mathbf q}\) may tend to different combinations for different directions of \(\mathbf q\). The projector on the whole group is continuous, so (5) then holds for the sum of \(|M|^2\) over the group.

The expansion requires \(\Delta E_{cv}\neq0\) and a \(q\) small enough that the k·p coupling does not strongly mix \(c\) with its neighbours. An energy-dependent self-energy is outside the derivation, because the two states in (4) would then obey different Hamiltonians. Ultrasoft and projector-augmented-wave potentials are outside it as well, because their orbitals obey a generalized eigenvalue problem with an overlap operator.

### What the momentum leaves out

Let \(\hat{\mathbf q}=\mathbf q/q\), and write \(v_{cv}\), \(p_{cv}\) and \(d_{cv}\) for the components along \(\hat{\mathbf q}\) of the elements of \(\hat{\mathbf v}\), \(\mathbf p\) and \(i[V_{\rm nl},\mathbf r]\). Then \(p_{cv}=v_{cv}-d_{cv}\), and the relative intensity error of using \(\mathbf p\) alone is

\[
\eta_{cv}=\frac{|p_{cv}|^2}{|v_{cv}|^2}-1
=-2\,{\rm Re}\frac{d_{cv}}{v_{cv}}+\left|\frac{d_{cv}}{v_{cv}}\right|^2 .
\tag{6}
\]

It does not depend on \(q\), so a smaller wavevector does not reduce it. For \(v_{cv}=0\) the ratio is undefined, and two cases arise. If symmetry forbids the transition, \(p_{cv}\) vanishes too, because \(\mathbf p\) and \(\hat{\mathbf v}\) transform alike under the symmetry of the crystal. If \(v_{cv}\) vanishes only through the cancellation \(p_{cv}=-d_{cv}\), then \(\mathbf p\) alone gives intensity where there is none.

For one real projector \(\beta\) of strength \(D\) per cell, the kernel is \(\sum_{\mathbf R}\beta(\mathbf r-\mathbf R)D\beta(\mathbf r'-\mathbf R)\). In each term shift both variables by \(\mathbf R\). The Bloch phases of \(\psi_{c\mathbf k}^*\) and \(\psi_{v\mathbf k}\) cancel, and the shifted cells together fill space. With projector integrals over all space,

\[
d_{cv}=iD\left[\langle c|\beta\rangle\langle\beta|x|v\rangle-\langle c|x\beta\rangle\langle\beta|v\rangle\right],
\tag{7}
\]

where \(x\) is the coordinate along \(\hat{\mathbf q}\). Moving the origin of \(x\) adds equal terms that cancel. If \(\beta\) is an s function, \(x\beta\) is a p function on the same site. The omitted term therefore connects the s part of one orbital near the atom with the p part of the other.

### From pair density to spectrum

Consider one doubly occupied band. A static potential \(\phi(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r})\) changes a filled orbital to first order by

\[
\delta\psi_{v\mathbf k}=-\phi\sum_c\sum_{\pm}
\frac{M_{cv}(\mathbf k,\pm\mathbf q)}{E_{c,\mathbf k\pm\mathbf q}-E_{v\mathbf k}}\,\psi_{c,\mathbf k\pm\mathbf q}.
\]

Mixing among filled orbitals cancels in pairs in the density. The density component \(e^{i\mathbf q\cdot\mathbf r}\) receives one term from \(\psi^*\delta\psi\) and one from \(\delta\psi^*\psi\), each with a spin factor of two. At small \(q\) they are equal after the zone average, denoted \(\langle\cdots\rangle_{\mathbf k}\), so the density response per unit potential is \(\chi_0=-(4/\Omega)\langle\sum_c|M_{cv}|^2/\Delta E_{cv}\rangle_{\mathbf k}\). With self-consistent screening but without local fields, \(\varepsilon=1-(4\pi/q^2)\chi_0\), and (5) gives

\[
\varepsilon(0)=1+\frac{16\pi}{\Omega}\Big\langle\sum_c\frac{|v_{cv}|^2}{\Delta E_{cv}^3}\Big\rangle_{\mathbf k}.
\tag{8}
\]

At frequency \(\omega\), \(1/\Delta E\) in \(\chi_0\) is replaced by \(\tfrac12[(\Delta E-\omega-i0^+)^{-1}+(\Delta E+\omega+i0^+)^{-1}]\). For \(\omega>0\) its imaginary part is \(\tfrac\pi2\delta(\omega-\Delta E)\), hence

\[
\varepsilon_2(\omega)=\frac{8\pi^2}{\Omega}\Big\langle\sum_c\frac{|v_{cv}|^2}{\Delta E_{cv}^2}\,\delta(\omega-\Delta E_{cv})\Big\rangle_{\mathbf k}.
\tag{9}
\]

In the Bethe–Salpeter equation restricted to resonant pairs, an exciton \(\lambda\) is a superposition of pairs with coefficients \(A^\lambda_{cv\mathbf k}\). Its matrix element with the density operator is

\[
T_\lambda=\sum_{cv\mathbf k}(A^\lambda_{cv\mathbf k})^*M_{cv}(\mathbf k,\mathbf q).
\tag{10}
\]

The intensity is proportional to \(|T_\lambda|^2\). The terms add before squaring, so the exciton error is not in general an average of the \(\eta_{cv}\). The commutator belongs inside each \(M_{cv}\).

### The energies must match the velocity

Suppose the empty bands are shifted rigidly by \(\Delta\), as a simple quasiparticle correction. The orbitals do not change, so by (2) neither does \(M\). Applied to the shifted Hamiltonian, (5) then requires its velocity element to be

\[
v^{\rm shifted}_{cv}=\frac{\Delta E_{cv}+\Delta}{\Delta E_{cv}}\,v_{cv}.
\tag{11}
\]

The shift is itself a nonlocal operator and adds its own commutator. Dividing the old velocity by the new energy multiplies \(M\) wrongly by \(\Delta E_{cv}/(\Delta E_{cv}+\Delta)\). Inside \(M\), one should use the velocity and the energy differences of one and the same Hamiltonian, most simply the one that produced the orbitals. The shift still enters the response itself: one of the three factors \(\Delta E_{cv}\) in (8) and the energy in the delta function of (9) become \(\Delta E_{cv}+\Delta\).

### The strength sum

For a nondegenerate filled band, let primes denote derivatives along \(k_x\). Normalization gives \(E_v'=\langle u_v|H'|u_v\rangle\), so the band velocity is the diagonal element of \(\hat{\mathbf v}\). Differentiating again with \(u_v'=-\sum_{c}u_c\langle u_c|H'|u_v\rangle/\Delta E_{cv}\), where \(c\) runs over all other bands, gives

\[
E_v''=1+\langle V_{\rm nl}''\rangle-2\sum_c\frac{|v_{cv}|^2}{\Delta E_{cv}} .
\tag{12}
\]

The phase of \(u_v\) adds an imaginary multiple of \(u_v\) to \(u_v'\), which drops out of the real part. The one comes from \(\tfrac12(\mathbf p+\mathbf k)^2\), and \(V_{\rm nl}''\) has the kernel of \(V_{\rm nl}(\mathbf k)\) times \(-(x'-x)^2\). Since \(E_v\) is periodic in \(\mathbf k\), \(E_v''\) averages to zero over the zone:

\[
\Big\langle2\sum_c\frac{|v_{cv}|^2}{\Delta E_{cv}}\Big\rangle_{\mathbf k}=1+\big\langle\langle V_{\rm nl}''\rangle\big\rangle_{\mathbf k}.
\tag{13}
\]

For a local potential the strength per electron is one. With a nonlocal potential, a departure from one is no sign of a faulty velocity.

### A model insulator

Take a simple cubic lattice with edge \(a=8\) bohr. Each site carries a well \(-V_0e^{-r^2/2\sigma^2}\), with \(V_0=1\) hartree and \(\sigma=1.5\) bohr, and a normalized projector \(\beta\propto e^{-r^2/2s^2}\), with \(s=1.2\) bohr and \(D=-0.3\) hartree. These are round model parameters and describe no particular material. The lowest band holds two electrons.

The Hamiltonian is diagonalized in the 389 plane waves with \(|\mathbf G|^2\le20(2\pi/a)^2\), the same set at every \(\mathbf k\). With \(b_{\mathbf G}=\langle\mathbf k+\mathbf G|\beta\rangle\), which is proportional to \(e^{-s^2|\mathbf k+\mathbf G|^2/2}\), the matrix of \(i[V_{\rm nl},\mathbf r]\) is

\[
D\left[(\partial_{\mathbf k}b_{\mathbf G})b_{\mathbf G'}+b_{\mathbf G}(\partial_{\mathbf k}b_{\mathbf G'})\right],
\qquad
\partial_{\mathbf k}b_{\mathbf G}=-s^2(\mathbf k+\mathbf G)b_{\mathbf G}.
\tag{14}
\]

**A general point.** At \(\mathbf k=(0.30,0.20,0.10)\,2\pi/a\), with \(\mathbf q\) along \(x\), the sum \(\sum_c|M_{cv}/q|^2\) can be found from the overlaps (2) without any velocity. It is 1.2702, 1.2132 and 1.2060 bohr² for \(q=0.1\), 0.01 and 0.001 bohr⁻¹. Formula (5) gives the limit 1.2052 bohr², whereas \(\mathbf p\) alone gives 0.5794 bohr², which is 52% too small.

For the lowest empty band here, \(\Delta E=0.5229\) hartree and \(|M/q|=0.7902\) bohr. After a shift \(\Delta=0.1\) hartree, the old velocity over the new energy would give \(0.7902\times0.5229/0.6229=0.6633\) bohr. That is an intensity loss of 30%, separate from the error of omitting the commutator.

**The zone centre.** The lowest allowed transition at \(\Gamma\) is threefold degenerate, with \(\Delta E=0.6537\) hartree (17.79 eV). The combination of the three states that couples along \(x\) is used as \(c\). The filled state is even and \(c\) is odd, so the first term of (7) vanishes. With \(|\langle\beta|v\rangle|=0.9573\) and \(|\langle c|x\beta\rangle|=0.6622\) bohr,

\[
|d_{cv}|=0.3\times0.6622\times0.9573=0.1902 .
\]

The momentum element is 0.4062 and has the same phase, so \(|v_{cv}|=0.5964\). The correct intensity is \((0.5964/0.6537)^2=0.832\) bohr², against \((0.4062/0.6537)^2=0.386\) bohr² from \(\mathbf p\). In (6), \(d_{cv}/v_{cv}=0.319\) gives \(\eta=-0.638+0.102=-0.536\). The linear term alone would overstate the loss.

With 179 plane waves the ratio \(|p_{cv}|^2/|v_{cv}|^2\) is 0.4640, compared with 0.4639 for 389. The error belongs to the operator, and a larger basis does not remove it.

Changing \(D\) with the well held fixed gives, at \(\Gamma\):

| \(D\) (hartree) | \(\lvert p_{cv}\rvert\) | \(\lvert v_{cv}\rvert\) | \(\eta\) |
|---:|---:|---:|---:|
| −0.30 | 0.406 | 0.596 | −54% |
| −0.15 | 0.382 | 0.474 | −35% |
| 0 | 0.335 | 0.335 | 0 |
| 0.10 | 0.282 | 0.228 | +53% |

An estimate explains the sign. If the filled orbital near the atom is a Gaussian of width \(w\), then \(p_x\psi_v=ix\psi_v/w^2\), while (7) gives \(d_{cv}=-iD\langle c|x\beta\rangle\langle\beta|v\rangle\). When the two dipole integrals have the same sign, an attractive projector adds to \(p_{cv}\) and a repulsive one subtracts from it. The estimate gives the sign only, and only while the filled orbital keeps its peak on the atom. At \(D=0.6\) hartree the repulsion has removed that peak, and \(p_{cv}\) and \(d_{cv}\) have the same sign again. In the last row the correction is just 0.054 in size, but it is compared with a smaller velocity, \(d_{cv}/v_{cv}=-0.2357\), and the two terms of (6) now have the same sign: \(\eta=0.471+0.056=0.527\).

**The spectrum.** Zone averages are taken on a \(6\times6\times6\) mesh shifted off \(\Gamma\), on which the indirect gap is 0.496 hartree (13.5 eV) and the lowest vertical transition lies at 0.504 hartree. The integral of \(\varepsilon_2\) from \(\mathbf p\) is too small by 51% below 0.75 hartree, by 61% between 0.75 and 1.25 hartree, and by 71% above. The three windows hold 84%, 14% and 1.5% of the intensity. A single scale factor therefore repairs this spectrum only in part: the factor 2.12 that restores the total integral leaves the first window 4% too strong and the other two 18% and 39% too weak.

The static constant (8) is 1.179 with the velocity and 1.086 with \(\mathbf p\). Relative to \(\varepsilon\) the error is 8%, but relative to the electronic polarization \(\varepsilon-1\) it is 52%. A dielectric constant near one can hide a large error in the matrix elements.

The strength sum is 1.480 per electron with the velocity, as (13) requires, and 0.679 with \(\mathbf p\). Because the plane-wave set is fixed, \(E_v(\mathbf k)\) is periodic only as far as the basis is converged. The two sides of (13) differ by \(3\times10^{-3}\) with 179 waves and by \(5\times10^{-5}\) with 389.

In this model the commutator is comparable with the momentum and cannot be dropped. For another pseudopotential, (6) evaluated for the transitions that carry intensity with either operator shows whether it can be dropped in (8) and (9). For an exciton, the comparison has to be made on \(T_\lambda\) of (10).
